# Spin symmetry and band splitting in collinear magnets without spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used throughout.

## 1. Two sites per cell

Take a crystal with two magnetic sites per cell, A and B, and one orbital on each. An electron with spin $s=\pm1$ along $z$ has exchange energy $-sJ$ on A and $+sJ$ on B, with $J>0$. There is no spin-orbit coupling and all hopping amplitudes are real. Spin is then conserved, and each spin has its own Bloch Hamiltonian

$$H_s(\mathbf k)=\begin{pmatrix} e_A(\mathbf k)-sJ & \gamma(\mathbf k)\\ \gamma^*(\mathbf k) & e_B(\mathbf k)+sJ\end{pmatrix},\qquad e_A(\mathbf k)=\sum_{\mathbf L}t_{AA}(\mathbf L)\,e^{i\mathbf k\cdot\mathbf L}.$$

Here $\mathbf L$ runs over lattice vectors, $t_{AA}(0)$ is the on-site energy, $e_B$ is built in the same way, and $\gamma$ collects the A–B hopping. Put $\bar e=(e_A+e_B)/2$ and $\delta=(e_A-e_B)/2$. The diagonal entries are $\bar e\pm(\delta-sJ)$, so

$$\varepsilon_{s}^{\pm}=\bar e\pm\rho_s,\qquad \rho_s=\sqrt{(\delta-sJ)^2+|\gamma|^2}.$$

The spin splitting of the lower band is $\Delta_1=\varepsilon^-_{\uparrow}-\varepsilon^-_{\downarrow}=\rho_\downarrow-\rho_\uparrow$. Multiply and divide by $\rho_\downarrow+\rho_\uparrow$ and use $\rho_\downarrow^2-\rho_\uparrow^2=(\delta+J)^2-(\delta-J)^2=4J\delta$:

$$\Delta_1(\mathbf k)=\frac{4J\,\delta(\mathbf k)}{\rho_\uparrow+\rho_\downarrow}.$$

The splitting has the sign and the zeros of $\delta(\mathbf k)$. For $J\gg|\gamma|,|\delta|$ both roots tend to $J$ and $\Delta_1\to 2\delta=e_A-e_B$: the up electron lives on A, the down electron on B, and the splitting is the difference between the dispersions of the two sublattices.

Hermiticity gives $t_{AA}(-\mathbf L)=t_{AA}(\mathbf L)^*$, which for real amplitudes equals $t_{AA}(\mathbf L)$. Hence $e_A$ and $e_B$ are even in $\mathbf k$. Four situations now differ.

- A translation of the crystal carries A to B. Then $t_{BB}(\mathbf L)=t_{AA}(\mathbf L)$ and $\delta=0$.
- An inversion carries A to B. Then $t_{BB}(\mathbf L)=t_{AA}(-\mathbf L)=t_{AA}(\mathbf L)$, and again $\delta=0$. The second equality used reality.
- Only a rotation $R$ exchanges A and B. Then $t_{BB}(R\mathbf L)=t_{AA}(\mathbf L)$, so $e_B(R\mathbf k)=e_A(\mathbf k)$, likewise $e_A(R\mathbf k)=e_B(\mathbf k)$, and $\delta(R\mathbf k)=-\delta(\mathbf k)$. The splitting need not vanish, but it alternates in sign.
- Nothing relates A and B. Then $\delta$ is unconstrained, even at $\mathbf k=0$.

For the third case take a square lattice of side $a$ with A at the corner and B at the centre. Let A–A hopping be $t_1$ along $(1,1)$ and $t_2$ along $(1,-1)$, and B–B hopping the reverse. Then $e_A=2t_1\cos[(k_x+k_y)a]+2t_2\cos[(k_x-k_y)a]$, $e_B$ has $t_1\leftrightarrow t_2$, and

$$\delta=(t_1-t_2)\{\cos[(k_x+k_y)a]-\cos[(k_x-k_y)a]\}=-2(t_1-t_2)\sin(k_xa)\sin(k_ya).$$

This is even in $\mathbf k$, vanishes at $\Gamma$ and on the lines $k_x=0$ and $k_y=0$, and changes sign under a quarter turn.

## 2. The Hamiltonian and its spin symmetry

The general setting is a one-particle (mean-field) Hamiltonian

$$H=h_0+\sigma_z\,b ,$$

where $h_0$ and $b\neq0$ act on the orbital coordinates only. Three assumptions enter. The order is collinear, so only $\sigma_z$ appears. There is no spin-orbit coupling and there are no orbital currents, so the kernels $h_0(\mathbf r,\mathbf r')$ and $b(\mathbf r,\mathbf r')$ are real. The order is commensurate, so $H$ has a lattice of translations. Collinear spin-density-functional theory and unrestricted Hartree–Fock with real exchange kernels are of this form. The two spin blocks are $H_s=h_0+s\,b$.

Without spin-orbit coupling, spin and space can be transformed independently. A pair of a spin operation $S$ and a space operation $g$ is written $[S\|g]$. The spin operations act on the vector $\boldsymbol\sigma$ as elements of O(3). Proper rotations are realized by $e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}$. The element $-1$ is realized by time reversal $T=-i\sigma_yK$, with $K$ complex conjugation; for instance $T\sigma_zT^{-1}=\sigma_y\sigma_z^*\sigma_y=-\sigma_z$. The conjugation $K$ also acts on the orbital part, but it leaves the real operators $h_0$ and $b$ unchanged.

A spin operation can belong to a symmetry of $H$ only if it sends $\sigma_z\to\pm\sigma_z$, since otherwise it would produce $\sigma_x b$ or $\sigma_y b$ terms that no space operation removes. These operations form the group $D_{\infty h}$. Those with the upper sign form the subgroup $C_{\infty v}$: the rotations about $z$, and the products of $T$ with a half turn about an axis normal to $z$ (the half turn reverses $\sigma_z$ and $T$ restores it). Every element of $C_{\infty v}$ commutes with $H$ by itself, for any collinear magnet. This is the spin-only group. It cannot distinguish one magnet from another, so only the sign $\eta=\pm1$ in $S\sigma_zS^{-1}=\eta\sigma_z$ matters. As the representative of $\eta=-1$ take the half turn $C_2=e^{-i\pi\sigma_x/2}=-i\sigma_x$, which obeys $C_2\sigma_zC_2^\dagger=\sigma_x\sigma_z\sigma_x=-\sigma_z$.

A space operation $g=\{R|\mathbf t\}$ maps $\mathbf r\to R\mathbf r+\mathbf t$, with $R$ orthogonal, and acts on functions as $(U_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$, so that $U_gU_h=U_{gh}$. The pair $[S\|g]$ turns $H$ into $U_gh_0U_g^\dagger+\eta\,\sigma_z\,U_gbU_g^\dagger$. It is a symmetry exactly when $U_gh_0U_g^\dagger=h_0$ and $U_gbU_g^\dagger=\eta b$, that is when

$$U_gH_sU_g^\dagger=H_{\eta s}.\tag{1}$$

Because $b\ne0$, each such $g$ has one definite sign $\eta(g)$. Applying (1) twice gives $\eta(gh)=\eta(g)\eta(h)$. Operations with $\eta=-1$, the elements $[C_2\|g]$, are called flips below. A flip is the precise meaning of an operation that connects opposite-spin sublattices: it must be a symmetry of the whole crystal, ligands included, and reverse the whole exchange field at once.

## 3. Two relations between band energies

Let $\Lambda$ be the lattice of pure translations with $\eta=+1$. Bloch states obey $U_{\{E|\mathbf L\}}\psi_{\mathbf k}(\mathbf r)=\psi_{\mathbf k}(\mathbf r-\mathbf L)=e^{-i\mathbf k\cdot\mathbf L}\psi_{\mathbf k}(\mathbf r)$ for $\mathbf L\in\Lambda$. At each $\mathbf k$ the eigenvalues of $H_s$ are numbered in increasing order, $\varepsilon_{1s}\le\varepsilon_{2s}\le\dots$, and

$$\Delta_n(\mathbf k)=\varepsilon_{n\uparrow}(\mathbf k)-\varepsilon_{n\downarrow}(\mathbf k).$$

**Evenness.** One element of the spin-only group is the half turn about $y$ times $T$:

$$e^{-i\pi\sigma_y/2}\,T=(-i\sigma_y)(-i\sigma_y)K=-\sigma_y^2K=-K .$$

It is plain complex conjugation and does not change the spin. If $H_s\psi_{\mathbf k}=\varepsilon\psi_{\mathbf k}$, conjugation gives $H_s\psi_{\mathbf k}^*=\varepsilon\psi^*_{\mathbf k}$, because $H_s$ and $\varepsilon$ are real. Conjugating the Bloch condition gives the factor $e^{+i\mathbf k\cdot\mathbf L}$, so $\psi_{\mathbf k}^*$ has momentum $-\mathbf k$. The map is one to one, so the ordered spectra agree:

$$\varepsilon_{ns}(-\mathbf k)=\varepsilon_{ns}(\mathbf k).\tag{2}$$

No spatial inversion was used.

**Space operations.** With $g^{-1}\mathbf r=R^{-1}(\mathbf r-\mathbf t)$,

$$g^{-1}\{E|\mathbf L\}g\,\mathbf r=R^{-1}(R\mathbf r+\mathbf t+\mathbf L-\mathbf t)=\mathbf r+R^{-1}\mathbf L .$$

This translation has sign $\eta(g)\cdot1\cdot\eta(g)=+1$, so $R^{-1}\mathbf L\in\Lambda$. Every $R$, from a flip or not, maps $\Lambda$ and therefore the reciprocal lattice onto itself. Then

$$U_{\{E|\mathbf L\}}U_g\psi_{\mathbf k}=U_gU_{\{E|R^{-1}\mathbf L\}}\psi_{\mathbf k}=e^{-i\mathbf k\cdot R^{-1}\mathbf L}\,U_g\psi_{\mathbf k}=e^{-i(R\mathbf k)\cdot\mathbf L}\,U_g\psi_{\mathbf k},$$

where the last step uses that $R$ is orthogonal. So $U_g\psi_{\mathbf k}$ has momentum $R\mathbf k$, whatever $\mathbf t$ is. By (1), $H_{\eta s}U_g\psi_{\mathbf k}=U_gH_s\psi_{\mathbf k}=\varepsilon\,U_g\psi_{\mathbf k}$. The map is inverted by $U_g^{-1}$, so

$$\varepsilon_{n,\eta s}(R\mathbf k)=\varepsilon_{ns}(\mathbf k).\tag{3}$$

For $\eta=+1$ this gives $\Delta_n(R\mathbf k)=\Delta_n(\mathbf k)$. For $\eta=-1$ it gives $\Delta_n(R\mathbf k)=\varepsilon_{n\downarrow}(\mathbf k)-\varepsilon_{n\uparrow}(\mathbf k)=-\Delta_n(\mathbf k)$. Together with (2),

$$\Delta_n(\pm R\mathbf k)=\eta(g)\,\Delta_n(\mathbf k).\tag{4}$$

## 4. The three classes

By (4) the matrices that act on $\mathbf k$ are $\pm R$. Let $G$ be the set of all $\pm R$, and $H_0$ the subset that comes from operations with $\eta=+1$. Both are groups containing $-E$, that is Laue groups, and $H_0$ is a subgroup of $G$.

If there is no flip, $H_0=G$. This is class I, with spin Laue group $[E\|G]$.

Suppose a flip $g_0=\{R_0|\mathbf t_0\}$ exists. Any flip $g$ equals $g_0(g_0^{-1}g)$, and the bracket has sign $(-1)(-1)=+1$. The matrices $\pm R$ of the flips therefore fill exactly the coset $R_0H_0$, and $G=H_0\cup R_0H_0$. A coset either equals the subgroup or is disjoint from it.

If $R_0\in H_0$, then $R_0=\pm R'$ for some spin-preserving $h=\{R'|\mathbf t'\}$, and $g_0h^{-1}$ is a flip with point part $R_0R'^{-1}=\pm E$. Conversely, a flip with point part $\pm E$ can serve as $g_0$, and $\pm E\in H_0$. The operation $\{E|\mathbf t\}$ is a translation, and $\{-E|\mathbf t\}$ sends $\mathbf r\to\mathbf t-\mathbf r$, an inversion through $\mathbf t/2$. This is class II: $H_0=G$, every matrix occurs with both signs, and the group is $[E\|G]+[C_2\|G]$.

If $R_0\notin H_0$, no flip has point part $\pm E$, the two cosets are disjoint and equally large, and $H_0$ has index 2. This is class III, with group $[E\|H_0]+[C_2\|G-H_0]$. The sign $\chi(R)=+1$ on $H_0$ and $-1$ on $G-H_0$ is well defined and multiplicative, a one-dimensional representation of $G$ with $\chi(-E)=+1$.

The cases are exhaustive and exclusive. Three points sharpen the everyday wording. In class III "rotation" means any point part other than $\pm E$: proper rotations, screws, mirrors, glides and rotoinversions all qualify. The exception is a point part $\pm C_3$: the cube of such a flip has sign $(-1)^3=-1$ and point part $\pm E$, which puts the magnet in class II. In class II rotations may also connect the sublattices; one translation or inversion among the flips decides. Class I is wider than the ferromagnets: it holds every ferrimagnet whose opposite moments sit on inequivalent sites, since no operation can then carry one onto the other. Class II contains the conventional antiferromagnets and class III the altermagnets.

## 5. Degeneracy in class II

Insert a flip with $R=\pm E$ into (4) and choose the sign that makes $\pm R=E$. Then $\Delta_n(\mathbf k)=-\Delta_n(\mathbf k)$, so $\Delta_n=0$ for all $n$ and $\mathbf k$.

The two subcases rest on different ground. For a translation, (3) alone gives $\varepsilon_\downarrow(\mathbf k)=\varepsilon_\uparrow(\mathbf k)$. For an inversion, (3) gives $\varepsilon_\downarrow(-\mathbf k)=\varepsilon_\uparrow(\mathbf k)$, and (2) is needed to remove the minus sign. To see (2) fail, add $s\lambda\sin(k_zc)$ to the diagonal element of both magnetic sites, with $c$ the lattice constant along $z$. Since $\sin x=(e^{ix}-e^{-ix})/2i$, this is a hopping $\mp is\lambda/2$ along $\pm c$, an imaginary kernel. Under $s\to-s$, $\mathbf k\to-\mathbf k$ and A$\leftrightarrow$B the term is unchanged, so the unitary flip and (3) survive. The term is odd in $\mathbf k$, so (2) is lost. The added matrix has norm at most $\lambda$, and an ordered eigenvalue moves by no more than the norm of a perturbation. The two spectra start equal, so $|\Delta_n|\le2\lambda$.

## 6. Magnetization

With the Fermi function $f$ at chemical potential $\mu$ and $N_k$ points in the zone, the number of spin-$s$ electrons per cell is $N_s=N_k^{-1}\sum_{\mathbf k n}f(\varepsilon_{ns}(\mathbf k)-\mu)$, and $M=N_\uparrow-N_\downarrow$ in electrons per cell. For a flip, (3) gives

$$N_\uparrow=\frac1{N_k}\sum_{\mathbf kn}f(\varepsilon_{n\downarrow}(R\mathbf k)-\mu)=\frac1{N_k}\sum_{\mathbf k'n}f(\varepsilon_{n\downarrow}(\mathbf k')-\mu)=N_\downarrow .$$

The relabelling $\mathbf k'=R\mathbf k$ is allowed when $R$ maps the set of points onto itself modulo reciprocal vectors. Since $R$ preserves the reciprocal lattice, this holds for the full zone and for a $\Gamma$-centred mesh with the same number of divisions along all three reciprocal basis vectors. Hence $M=0$ in classes II and III at every filling and electronic temperature, in metals as well as insulators.

The local density follows in the same way. The functions $U_g\psi_{n\mathbf k\uparrow}$ form a complete set of down eigenstates with the same energies, and $|U_g\psi|^2(\mathbf r)=|\psi|^2(g^{-1}\mathbf r)$. So $n_\downarrow(\mathbf r)=n_\uparrow(g^{-1}\mathbf r)$ and equally $n_\uparrow(\mathbf r)=n_\downarrow(g^{-1}\mathbf r)$. For $m=n_\uparrow-n_\downarrow$ this reads $m(g\mathbf r)=-m(\mathbf r)$.

In class I nothing relates the two sums, and a moment is allowed. It can still vanish. If $\mu$ lies in a gap common to both spins, then at zero temperature each $N_s$ is the integer number of spin-$s$ bands below the gap, and equal integers give $M=0$. Such a compensated ferrimagnet is told apart from an altermagnet by symmetry: its compensation is tied to the filling, and its bands may be split at $\Gamma$.

## 7. Nodes in class III

Let $A\in G-H_0$; then $-A\in G-H_0$ too. If $A\mathbf k=\mathbf k+\mathbf K$ for a reciprocal vector $\mathbf K$, periodicity gives $\Delta_n(A\mathbf k)=\Delta_n(\mathbf k)$, while (4) gives $-\Delta_n(\mathbf k)$, so $\Delta_n(\mathbf k)=0$.

For $\mathbf K=0$, each pair $\pm A$ consists of a proper rotation $P\ne E$ and $-P$. The rotation $P$ fixes its axis. The matrix $-P$ fixes the vectors with $P\mathbf k=-\mathbf k$. A rotation by $\theta$ has eigenvalues $1,e^{\pm i\theta}$, so the eigenvalue $-1$ occurs only for $\theta=\pi$, and its eigenspace is then the plane normal to the axis. All bands are therefore degenerate at $\Gamma$, on the axis of every $P$, and on the plane normal to every twofold $P$. That plane is nodal even if the crystal has only the twofold axis and no mirror, because $-P$ enters through (2). Solutions with $\mathbf K\neq0$ add nodes on the zone boundary.

One of the groups of section 8, $G=4/m$, fixes no plane, yet a separating nodal set is forced there as well. Ordered eigenvalues are continuous in $\mathbf k$, and if $\Delta_n(\mathbf k)\ne0$ it has the opposite sign at $A\mathbf k$. Every path from $\mathbf k$ to $A\mathbf k$ then crosses a zero, so the zeros form a set that separates the two points. Its position depends on the band and the material.

In lower dimension only the action of $R$ on the allowed $\mathbf k$ counts. For a layer in the $xy$ plane, a flip with the mirror $m_z$ leaves $\mathbf k$ fixed and a flip with $C_{2z}$ sends $\mathbf k\to-\mathbf k$; both force $\Delta_n=0$ in the whole two-dimensional zone. For a chain every $R$ maps the axis to itself, $k\to\pm k$, so any flip forces degeneracy and there is no altermagnetic chain.

Class III allows a splitting and does not fix its size. In section 1 $\delta$ is proportional to $t_1-t_2$, so the splitting can be arbitrarily small; at $t_1=t_2$ it vanishes, and the model then has the extra translation symmetry of class II.

## 8. The ten groups and the form near $\Gamma$

**Counting.** Each Laue group is $G=G_0\times\{\pm E\}$ with $G_0$ a group of proper rotations, and $\chi(-E)=1$, so $\chi$ is a non-trivial sign character of $G_0$. It is fixed by signs on the generators that respect the defining relations.

- $C_n$ has one generator $c$ with $c^n=E$. The sign $-1$ needs $(-1)^n=1$. So $C_2$, $C_4$, $C_6$ give one character each, and $C_1$, $C_3$ none.
- $D_n$ adds a half turn $a$ normal to the axis, with $a^2=E$ and $aca=c^{-1}$. These relations allow either sign for $a$. For $D_3$, $c$ must be $+$, which leaves one character. For $D_2$ the three non-trivial choices differ by a relabelling of axes and count as one. For $D_4$ and $D_6$ the choices for $(c,a)$ are $(+,-)$, $(-,+)$, $(-,-)$. In the last two the half turns $a$ and $ac$ have opposite signs, and a rotation by $\pi/n$ about the axis interchanges these two families, so two inequivalent characters remain for each group.
- In $T$ the threefold rotations must be $+$. The three half turns are conjugate and share a sign $x$; from $C_{2x}C_{2y}=C_{2z}$ follows $x^2=x$, so $x=+1$. There is no character.
- $O$ is generated by a threefold rotation, which is $+$, and a fourfold one. The sign $-1$ for the latter is realized by the parity of the permutation of the four body diagonals. Its kernel is $T$.

The total is $3+1+1+2+2+1=10$.

We have sorted collinear magnets into three classes, derived their consequences for band degeneracy, magnetization and nodes, and counted ten inequivalent groups for the altermagnets. What remains is the leading form of the splitting near $\Gamma$ for each group, numerical tests on a model with eight geometries, a worked d-wave coefficient, and the limits of the classification.
